# Equilibrium pressure of atomic nitrogen over hot molecular nitrogen: a numerical check

```python
# Result under test: equilibrium pressure of N atoms over N2 (ideal gases),
#   p_N = sqrt(K p2),
#   K = kT (4/L_N^3)^2 / (q_rot q_vib / L_N2^3) * exp(-D0/kT),
# L = h/sqrt(2 pi m k T): thermal wavelength; q_rot = T/(2 theta_rot);
# q_vib = 1/(1-exp(-theta_vib/T)); D0: dissociation energy from v=0, J=0.
# At 1000 K and p2 = 1 bar this gives about 3e-22 bar.
# D0 is a measured input; bond length and frequency are computed here.
from itertools import combinations
import numpy as np
from scipy import constants as c
from scipy.integrate import quad, solve_ivp
from scipy.special import gammaln
from pyscf import gto, scf, cc, mp, lib

lib.num_threads(1)
k, h, hbar, eV = c.k, c.h, c.hbar, c.e
hartree = c.physical_constants['Hartree energy'][0]
bar = 1e5
T, p2 = 1000.0, 1.0 * bar
D0 = 9.76 * eV                 # measured datum, rounded
mass = 14.003 * c.atomic_mass  # 14N atom
mu = mass / 2                  # reduced mass of N2
kT = k * T


# ---------- electronic structure ----------
def mean_field(atoms, spin, basis):
    mol = gto.M(atom=atoms, spin=spin, basis=basis, verbose=0,
                max_memory=4000)
    mf = scf.UHF(mol) if spin else scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mf


def ccsd_t_energy(mf, n_core):
    solver = cc.CCSD(mf, frozen=n_core)
    solver.conv_tol = 1e-8
    solver.kernel()
    assert solver.converged
    return solver.e_tot + solver.ccsd_t()


def n2_atoms(r_angstrom):
    return f'N 0 0 0; N 0 0 {r_angstrom:.8f}'


r_mid = 1.10
shifts = np.array([-0.06, -0.03, 0.0, 0.03, 0.06])
curve = [ccsd_t_energy(mean_field(n2_atoms(r_mid + s), 0, 'cc-pvtz'), 2)
         for s in shifts]
poly = np.poly1d(np.polyfit(shifts, np.array(curve) - curve[2], 4))
roots = poly.deriv().roots
real_roots = roots[np.abs(roots.imag) < 1e-8].real
s_min = real_roots[np.argmin(np.abs(real_roots))]
r_e = r_mid + s_min
force_const = poly.deriv(2)(s_min) * hartree / 1e-20   # N/m
assert abs(s_min) < 0.03 and force_const > 0
omega = np.sqrt(force_const / mu)
theta_vib = hbar * omega / k
theta_rot = hbar**2 / (2 * mu * (r_e * 1e-10)**2 * k)


def mp2_parts(atoms, spin, n_core, basis):
    mf = mean_field(atoms, spin, basis)
    corr = mp.MP2(mf, frozen=n_core).run().e_corr
    return mf, mf.e_tot, corr


def basis_correction(atoms, spin, n_core):
    mf3, hf3, c3 = mp2_parts(atoms, spin, n_core, 'cc-pvtz')
    _, hf4, c4 = mp2_parts(atoms, spin, n_core, 'cc-pvqz')
    limit = (4**3 * c4 - 3**3 * c3) / (4**3 - 3**3)
    return mf3, hf4 + limit - hf3 - c3


atom_mf, atom_fix = basis_correction('N 0 0 0', 3, 1)
_, mol_fix = basis_correction(n2_atoms(r_e), 0, 2)
atom_cc = ccsd_t_energy(atom_mf, 1)
De_tz = (2 * atom_cc - curve[2] - poly(s_min)) * hartree
De_comp = De_tz + (2 * atom_fix - mol_fix) * hartree
D0_comp = De_comp - hbar * omega / 2
assert abs(D0_comp - D0) < 0.2 * eV  # limit of this electronic method


# ---------- derived formula ----------
def wavelength(m, temp):
    return h / np.sqrt(2 * np.pi * m * k * temp)


def q_rotation(temp):
    return temp / (2 * theta_rot)


def q_vibration(temp):
    return 1 / (1 - np.exp(-theta_vib / temp))


def prefactor(temp):
    atom = 4 / wavelength(mass, temp)**3
    molecule = (q_rotation(temp) * q_vibration(temp)
                / wavelength(2 * mass, temp)**3)
    return k * temp * atom**2 / molecule


def p_atom(temp, p_mol, d0):
    return np.sqrt(prefactor(temp) * p_mol) * np.exp(-d0 / (2*k*temp))


p_N = p_atom(T, p2, D0)
assert 2.5e-22 < p_N / bar < 3.5e-22

# Mass action from the exact canonical distribution of compositions
total, qa, qm = 20000, 50.0, 2.5
n_mol = np.arange(total // 2 + 1)
n_at = total - 2 * n_mol
logw = (n_at * np.log(qa) + n_mol * np.log(qm)
        - gammaln(n_at + 1) - gammaln(n_mol + 1))
w = np.exp(logw - logw.max())
w /= w.sum()
mass_action = (w @ n_at)**2 / (w @ n_mol)
assert abs(mass_action / (qa**2 / qm) - 1) < 2e-3  # finite-number error

# Translation: explicit levels of a one-dimensional box
box = 10e-9
n = np.arange(1, 8001)
box_sum = np.exp(-h**2 * n**2 / (8 * mass * box**2 * kT)).sum()
assert abs(box_sum / (box / wavelength(mass, T)) - 1) < 2e-3

# Ground-term degeneracy: p^3 microstates with all spins up
spin_orbitals = [(ml, ms) for ml in (-1, 0, 1) for ms in (-0.5, 0.5)]
high_spin = [s for s in combinations(spin_orbitals, 3)
             if sum(o[1] for o in s) == 1.5]
assert len(high_spin) == 1 and sum(o[0] for o in high_spin[0]) == 0
g_atom = int(2 * sum(o[1] for o in high_spin[0]) + 1)
assert g_atom == 4

# Nuclear-spin weights: exchange operator of two spin-1 nuclei
swap = np.zeros((9, 9))
for i in range(3):
    for j in range(3):
        swap[3 * j + i, 3 * i + j] = 1
ev = np.linalg.eigvalsh(swap)
w_even, w_odd = int((ev > 0).sum()), int((ev < 0).sum())
assert (w_even, w_odd) == (6, 3)

# All rovibrational levels of a Morse molecule by diagonalization
dr = 0.0125
r = np.arange(0.75, 1.80, dr)
scale = hbar**2 / (2 * mu) / 1e-20 / eV     # eV angstrom^2
diff = np.subtract.outer(np.arange(r.size), np.arange(r.size))
safe = np.where(diff == 0, 1, diff)
kinetic = scale / dr**2 * np.where(
    diff == 0, np.pi**2 / 3, 2 * (-1.0)**np.abs(diff) / safe**2)
depth = (D0 + hbar * omega / 2) / eV
a = np.sqrt(force_const * 1e-20 / eV / (2 * depth))
morse = depth * (1 - np.exp(-a * (r - r_e)))**2
q_sum, ground = 0.0, None
for J in range(95):
    levels = np.linalg.eigvalsh(
        kinetic + np.diag(morse + scale * J * (J + 1) / r**2))
    if ground is None:
        ground = levels[0]
    weight = w_even if J % 2 == 0 else w_odd
    q_sum += weight * (2*J + 1) * np.exp(-(levels-ground)*eV/kT).sum()
q_product = q_rotation(T) * q_vibration(T)
assert abs(q_sum / 9 / q_product - 1) < 0.02  # anharmonic corrections
atoms_spin = 3 * g_atom / wavelength(mass, T)**3
p_levels = np.sqrt(p2 * kT * atoms_spin**2 * wavelength(2*mass, T)**3
                   / q_sum * np.exp(-D0 / kT))
assert abs(p_levels / p_N - 1) < 0.01

# Temperature slope
x = theta_vib / T
slope = 0.5 * (D0 + 1.5 * kT - k * theta_vib / np.expm1(x))
beta, db = 1 / kT, 1e-4 / kT
slope_fd = -(np.log(p_atom(1 / (k * (beta + db)), p2, D0))
             - np.log(p_atom(1 / (k * (beta - db)), p2, D0))) / (2*db)
assert abs(slope_fd / slope - 1) < 1e-6

# Wall flux from the Maxwell distribution
density = p_N / kT
flux = p_N / np.sqrt(2 * np.pi * mass * kT)
v0 = np.sqrt(kT / mass)
mean_v = v0 * quad(lambda u: u * np.exp(-u*u/2) / np.sqrt(2*np.pi),
                   0, np.inf)[0]
assert abs(density * mean_v / flux - 1) < 1e-8
sites = 1e19                                 # per m^2
arrival_time = sites / flux
p_plasma = 1e-4 * c.torr                     # chosen: 0.1 mTorr
flux_plasma = p_plasma / np.sqrt(2 * np.pi * mass * kT)

# Approach to equilibrium in the gas, starting without atoms
k_rec = 1e-45                                # m^6/s, rough
M = p2 / kT
tau = 1 / (2 * k_rec * M * density)
run = solve_ivp(lambda t, y: 2*k_rec*M*(density**2 - y**2),
                (0, tau), [0.0], rtol=1e-9, atol=density * 1e-11)
assert run.success
assert abs(run.y[0, -1] / (density * np.tanh(1)) - 1) < 1e-6

# Other neglected effects
excited = 10 * np.exp(-2.4 * eV / kT) / g_atom
virial = 2 * np.pi / 3 * (0.37e-9)**3 * p2 / kT
d0_factor = p_atom(T, p2, D0 - 0.01 * eV) / p_N
assert excited < 1e-6 and virial < 0.01

# ---------- output ----------
print(f'Temperature: {T:.0f} K; N2 pressure: {p2/bar:.0f} bar')
print(f'Input D0: {D0/eV:.2f} eV; 14N mass: {mass/c.atomic_mass:.3f} u')
print(f'kT: {kT/eV:.5f} eV; D0/kT: {D0/kT:.2f}')
print(f'CCSD(T)/cc-pVTZ bond length: {r_e:.4f} angstrom')
print(f'Harmonic wavenumber: {omega/(2*np.pi*c.c*100):.0f} cm^-1')
print(f'theta_rot: {theta_rot:.3f} K; theta_vib: {theta_vib:.0f} K')
print(f'Thermal wavelength N: {wavelength(mass,T)*1e12:.2f} pm')
print(f'Thermal wavelength N2: {wavelength(2*mass,T)*1e12:.2f} pm')
print(f'Atomic degeneracy: {g_atom}')
print(f'Nuclear-spin weights even/odd J: {w_even}/{w_odd}')
print(f'q_rot: {q_rotation(T):.2f}; q_vib: {q_vibration(T):.4f}')
print(f'Prefactor of K: {prefactor(T)/bar:.4e} bar')
print(f'exp(-D0/kT): {np.exp(-D0/kT):.4e}')
print(f'K: {p_N**2/p2/bar:.4e} bar')
print(f'RESULT p_N: {p_N/bar:.3e} bar = {p_N/c.torr:.3e} Torr')
print(f'p_N from all Morse levels: {p_levels/bar:.3e} bar')
print(f'Change of p_N by these levels: {100*(p_levels/p_N-1):.2f} %')
print(f'Mass-action sum: {mass_action:.2f}; formula: {qa**2/qm:.2f}')
print(f'Box sum: {box_sum:.2f}; L/Lambda: {box/wavelength(mass,T):.2f}')
print(f'CCSD(T)/cc-pVTZ De: {De_tz/eV:.3f} eV')
print(f'Composite De: {De_comp/eV:.3f} eV; D0: {D0_comp/eV:.3f} eV')
print(f'p_N with composite D0: {p_atom(T,p2,D0_comp)/bar:.2e} bar')
print(f'Slope energy: {slope/eV:.3f} eV; D0/2: {D0/eV/2:.3f} eV')
for temp in (800, 1200, 1500, 2000):
    print(f'p_N at {temp} K: {p_atom(temp,p2,D0)/bar:.2e} bar')
print(f'N density: {density*1e-6:.2e} cm^-3')
print(f'N wall flux: {flux*1e-4:.1f} cm^-2 s^-1')
print(f'Time for 1e15 hits per cm^2: {arrival_time/c.year:.2e} years')
print(f'Plasma N pressure (chosen): {p_plasma/c.torr*1e3:.1f} mTorr')
print(f'Plasma N flux: {flux_plasma*1e-4:.2e} cm^-2 s^-1')
print(f'Plasma time for 1e15 hits per cm^2: {sites/flux_plasma:.2e} s')
print(f'Plasma/equilibrium flux ratio: {flux_plasma/flux:.2e}')
print(f'Factor in p_N for D0 lower by 0.01 eV: {d0_factor:.3f}')
print(f'Excited-atom fraction (rough): {excited:.1e}')
print(f'Finite-size correction (rough): {virial:.1e}')
print(f'Recombination coefficient (rough): {k_rec*1e12:.0e} cm^6/s')
print(f'Gas equilibration time (rough): {tau/c.year:.0e} years')
print('all good')
```

Output:

```
Temperature: 1000 K; N2 pressure: 1 bar
Input D0: 9.76 eV; 14N mass: 14.003 u
kT: 0.08617 eV; D0/kT: 113.26
CCSD(T)/cc-pVTZ bond length: 1.1037 angstrom
Harmonic wavenumber: 2346 cm^-1
theta_rot: 2.844 K; theta_vib: 3375 K
Thermal wavelength N: 14.75 pm
Thermal wavelength N2: 10.43 pm
Atomic degeneracy: 4
Nuclear-spin weights even/odd J: 6/3
q_rot: 175.84; q_vib: 1.0354
Prefactor of K: 1.3358e+06 bar
exp(-D0/kT): 6.4828e-50
K: 8.6601e-44 bar
RESULT p_N: 2.943e-22 bar = 2.207e-19 Torr
p_N from all Morse levels: 2.928e-22 bar
Change of p_N by these levels: -0.51 %
Mass-action sum: 1000.03; formula: 1000.00
Box sum: 677.31; L/Lambda: 677.81
CCSD(T)/cc-pVTZ De: 9.375 eV
Composite De: 9.845 eV; D0: 9.700 eV
p_N with composite D0: 4.17e-22 bar
Slope energy: 4.939 eV; D0/2: 4.880 eV
p_N at 800 K: 1.79e-28 bar
p_N at 1200 K: 4.18e-18 bar
p_N at 1500 K: 6.06e-14 bar
p_N at 2000 K: 9.01e-10 bar
N density: 2.13e-03 cm^-3
N wall flux: 65.5 cm^-2 s^-1
Time for 1e15 hits per cm^2: 4.84e+05 years
Plasma N pressure (chosen): 0.1 mTorr
Plasma N flux: 2.97e+16 cm^-2 s^-1
Plasma time for 1e15 hits per cm^2: 3.37e-02 s
Plasma/equilibrium flux ratio: 4.53e+14
Factor in p_N for D0 lower by 0.01 eV: 1.060
Excited-atom fraction (rough): 2.0e-12
Finite-size correction (rough): 7.7e-04
Recombination coefficient (rough): 1e-33 cm^6/s
Gas equilibration time (rough): 1e+09 years
all good
```
